\section*{Spin-Only Fields for Metallic Contact Shifts: Field, Smearing and k Mesh}

\section{A linear answer can be wrong}

A band calculation with a magnetic field acting on the spins gives the contact spin shift $K$ of a metal from the spin density induced at the nucleus. The natural test is to double the field and see whether the response doubles. In the model metal described below, on a $20\times20\times20$ mesh containing $k=0$, with a smearing width of 0.1 eV, doubling the spin field from 0.002 to 0.004 eV changes $K$ by only 0.009\%. Yet $K$ is 22\% too small, relative to a $220\times220\times220$ mesh at the same width. The same mesh shifted by half a step along each axis is just as linear and makes $K$ 20\% too large.

Linearity tests the field, not the mesh. Once the levels are smeared, and as long as no spontaneous moment appears, the response of a finite mesh is a smooth function of the field near zero, with a well-defined slope that may be the wrong one. Field, smearing and mesh therefore need separate control.

\section{What the setting computes}

Let $B$ be the applied field and $b=(g/2)\mu_B B$ the corresponding spin energy, with $g>0$. Spin $\sigma=+1$ has its moment along $B$ and is lowered by $b$; spin $\sigma=-1$ is raised by $b$. Let $m(0)=n_+(0)-n_-(0)$ be the spin density at the nucleus, so that the magnetization there is $M(0)=(g/2)\mu_B m(0)$.

Take a small sphere of radius $r$ around the nucleus, uniformly magnetized. Its surface current in the strip $d\theta$ is $dI=M\sin\theta\,r\,d\theta$, on a ring of radius $r\sin\theta$ at distance $r$ from the centre. The axial field is
\begin{equation}
B_{\rm hf}=\int_0^\pi\frac{\mu_0 (r\sin\theta)^2}{2r^3}\,M\sin\theta\,r\,d\theta
=\frac{\mu_0M}{2}\int_0^\pi\sin^3\theta\,d\theta=\frac23\mu_0M(0).
\end{equation}
Magnetization outside the sphere contributes a dipolar field, which vanishes at a site of cubic symmetry in a spherical sample; other sample shapes add a demagnetizing correction, left out here. Since $m(0)=b\,dm(0)/db$ for small $b$,
\begin{equation}
K=\frac{B_{\rm hf}}{B}=C\,\frac{dm(0)}{db},\qquad
C=\frac23\mu_0\Big(\frac g2\mu_B\Big)^2 .
\label{K}
\end{equation}
In atomic units $\mu_0=4\pi\alpha^2$ and $\mu_B=1/2$, so $C=(2\pi/3)\alpha^2(g/2)^2$. Orbital shifts, spin--orbit coupling and relativistic corrections to the contact term are left out.

\section{Self-consistency and the linear response}

Consider a paramagnetic metal with an $s$ group and a $d$ group of orbitals, with moments $m_s,m_d$. Only $s$ orbitals have density at the nucleus, but a $d$ moment polarizes the core. To first order
\begin{equation}
m(0)=\rho_s m_s+\rho_c m_d ,
\end{equation}
where $\rho_c<0$ is here a model input. The mean-field interaction energy is
\begin{equation}
E_{\rm int}=-\tfrac14\sum_{ij}J_{ij}m_im_j+\tfrac12U(n_s-n_s^0)^2 ,
\end{equation}
with $J$ symmetric and $n_s^0$ the zero-field $s$ charge. Differentiating with respect to the occupation $n_{i\sigma}$, using $\partial m_i/\partial n_{i\sigma}=\sigma$, and adding the field gives the level shift
\begin{equation}
v_{i\sigma}=-\sigma h_i+U(n_s-n_s^0)\delta_{is},\qquad
h_i=b+\tfrac12(Jm)_i .
\end{equation}

Reversing $b$ exchanges the spins. On the branch that grows smoothly from the unpolarized state, moments are therefore odd in $b$, while charges and the chemical potential $\mu$ are even. Their changes begin at $b^2$. A spin-independent shift of order $b^2$ creates no moment by itself; it modifies a moment of order $b$, and so enters at order $b^3$. The charge term cannot change the linear shift.

For the linear response we need the change of $f(H)$, with $f$ the smeared occupation, under a perturbation $V$. For $f(H)=H^p$ the first-order term is $\sum_aH^aVH^{p-1-a}$, whose element between eigenstates $n,n'$ is
\begin{equation}
V_{nn'}\sum_{a=0}^{p-1}\epsilon_n^a\epsilon_{n'}^{p-1-a}
=V_{nn'}\frac{\epsilon_n^p-\epsilon_{n'}^p}{\epsilon_n-\epsilon_{n'}} .
\end{equation}
By linearity and approximation with polynomials, the same quotient holds for a smooth $f$. Insert $V=-\sigma\sum_jh_jP_j$, with $P_j$ the projector on group $j$. The two spins respond oppositely, which gives a factor 2 in $m_i=\sum_j\chi_{ij}h_j$:
\begin{equation}
\chi_{ij}=2\Big\langle\sum_{nn'}(P_i)_{nn'}(P_j)_{n'n}
\frac{f_n-f_{n'}}{\epsilon_{n'}-\epsilon_n}\Big\rangle_k .
\end{equation}
For $n=n'$ the quotient is $-f'(\epsilon_n)$. With $h=b(1,1)^T+\frac12Jm$,
\begin{equation}
\frac{dm}{db}=\big(1-\tfrac12\chi J\big)^{-1}\chi\binom11 .
\label{rpa}
\end{equation}
Because $P_s+P_d=1$ has no elements between different bands, interband terms cancel in $\chi(1,1)^T$. The bare response is thus $2D_i$, twice the projected density of states per spin. The terms return when the exchange field differs between the groups.

\section{The model metal}

The example is a simple cubic lattice with one $s$ and two $e_g$ orbitals, and is not meant as a particular substance. Let $c_x=\cos k_x$ and so on, with $k$ dimensionless. In eV, and in the order $s$, $3z^2-r^2$, $x^2-y^2$, the matrix elements are
\begin{align}
H_{11}&=-2(c_x+c_y+c_z),\\
H_{22}&=-1.5-0.2(\tfrac12c_x+\tfrac12c_y+2c_z),\\
H_{33}&=-1.5-0.3(c_x+c_y),\\
H_{12}&=0.3(2c_z-c_x-c_y),\\
H_{13}&=0.3\sqrt3\,(c_x-c_y),\\
H_{23}&=0.1\sqrt3\,(c_x-c_y).
\end{align}
There are five electrons per cell; $J_{ss}=J_{dd}=1$, $J_{sd}=0.5$ and $U=2$ eV; $\rho_s=30$ and $\rho_c=-2$ \AA$^{-3}$. From (\ref{K}), $C=4.508\times10^{-4}$ eV\,\AA$^3$. The $H_{ij}$ are the zero-field self-consistent levels by definition.

Diagonalization on the 220 mesh (220 points along each axis), with Gaussian width 0.05 eV, gives bare responses $0.2925$ and $0.0631$ eV$^{-1}$ for $s$ and $d$. Equation (\ref{rpa}) raises them to $0.3477$ and $0.0718$ eV$^{-1}$. Hence
\begin{equation}
K=4.508\times10^{-4}\,(30\times0.3477-2\times0.0718)=0.464\% .
\end{equation}
The $s$ part is $0.470\%$ and the core part $-0.006\%$. The bare responses would give $0.390\%$, so exchange multiplies the shift by 1.19. Omitting interband terms, at width 0.2 eV on a 40 mesh, lowers $K$ from $0.4645\%$ to $0.4605\%$.

\section{Choosing the field}

The cubic error can be found in closed form when exchange is a single number $I$ for all orbitals ($J_{ij}=I$) and $U=0$. Then $h=b+\frac12Im$, where $m$ is now the total moment. Let $F(\mu)$ be the smeared electron number per spin and $D=F'$. If $\mu$ moves by $\eta$, conservation of charge requires
\begin{equation}
F(\mu+\eta+h)+F(\mu+\eta-h)=2F(\mu)
\;\Rightarrow\; \eta=-\frac{D'h^2}{2D}
\end{equation}
to order $h^2$. The moment is the difference of the same two terms:
\begin{equation}
m=2hD(\mu+\eta)+\tfrac13h^3D''=2Dh(1+ch^2),\quad
c=\frac{D''}{6D}-\frac{D'^2}{2D^2}.
\end{equation}
Substituting $m$ in $h$ gives $h(1-ID)=b+IDc\,h^3$. With $S=1/(1-ID)$ this is $h=Sb+S^4IDc\,b^3$ to third order. Since $1+SID=S$,
\begin{align}
m&=2DSb+2Dc\,S^3b^3(1+SID)\nonumber\\
&=2DSb\,(1+S^3c\,b^2).
\end{align}
The relative nonlinearity grows as $S^3$. A metal near its Stoner instability, $ID\to1$, needs a much smaller field, and at the instability the expansion fails.

On the 40 mesh at width 0.2 eV, $D=0.1797$ eV$^{-1}$. Choosing $I=2$ eV gives $S=1/(1-0.3593)=1.561$ and $S^3c=0.241$ eV$^{-2}$. A field $b=0.1$ eV would then change $m/b$ by $0.241\times0.01=0.24\%$. The third digit of the coefficient is not converged: $c$ contains $D''$, which is more sensitive to the mesh than $D$, and finer meshes give 0.245.

The model with its full $J$ and $U$ is more linear: on the same mesh and width, self-consistent solutions give deviations of $K$ from its linear value of 0.004\% at $b=0.1$ eV and 0.018\% at 0.2 eV; a 60 mesh moves these to 0.006\% and 0.020\%. The total moment is less linear than $K$, with deviations of 0.07\% and 0.26\%. It differs from the uniform case in its smaller enhancement, its group-dependent exchange, its charge feedback and the dominant weight of the $s$ moment in $K$; the deviations quoted here do not separate these effects. Such linearity should not be assumed for another metal.

A field of 0.01 eV corresponds to 173 T, while 10 T is only $5.8\times10^{-4}$ eV. The numerical field can be far above a laboratory field, provided that the slope is unchanged. Two fields remove the quadratic error:
\begin{equation}
K\simeq\frac{4K(b)-K(2b)}3 .
\end{equation}

A small field makes the stopping criterion strict. Near the solution the lowest free energy at a given total moment is $m^2/(2X)-bm$ up to a constant, with $X=dm/db$. A moment error $\Delta m$ then costs only $(\Delta m)^2/(2X)$. An error in the division between $s$ and $d$ adds to this, but again only to second order. Here $X=0.3477+0.0718=0.42$ eV$^{-1}$, so $b=0.005$ eV induces $m=0.0021$. An error of 0.1\% in $m$ costs about $(2.1\times10^{-6})^2/0.84=5\times10^{-12}$ eV. Stop on the moment or spin density, not on the energy.

\section{Choosing the smearing}

Let $\delta_w$ be a normalized Gaussian of standard deviation $w$. Its Fourier transform is $e^{-w^2t^2/2}$. Differentiation with respect to $w^2$ multiplies this by $-t^2/2$, which is half a second energy derivative. Thus $\partial F/\partial(w^2)=D'/2$ and $\partial D_s/\partial(w^2)=D_s''/2$ at fixed $\mu$. At fixed electron number $D\,d\mu+\frac12D'd(w^2)=0$, and therefore
\begin{equation}
\frac{dD_s}{d(w^2)}=\frac{D_s''}2-\frac{D_s'D'}{2D}.
\end{equation}
If the density of states is smooth over several widths around $\mu$, the bias in $K$ is proportional to $w^2$, and two widths suffice to remove it:
\begin{equation}
K(0)\simeq\frac{4K(w)-K(2w)}3 .
\end{equation}

On the 220 mesh, linear response gives $K=0.46339$, $0.46445$, $0.46381$ and $0.46365\%$ at $w=0.4$, $0.2$, $0.1$ and $0.05$ eV. The sequence is not monotonic. The widths 0.2 and 0.1 eV extrapolate to $0.46360\%$, close to the value at 0.05 eV. The widths 0.4 and 0.2 eV extrapolate to $0.46480\%$, which is worse than the unextrapolated value at 0.2 eV. Extrapolation needs a third width to show that the quadratic regime has been reached.

The field is a poor substitute for smearing. With sharp occupations, the bare moment counts levels within $b$ of $\mu$. The Fourier transform of this window, $\sin(bt)/(bt)$, decays only as $1/t$, so widening the window suppresses mesh errors much more slowly than widening a Gaussian. On the 40 mesh, with $\mu$ from the 220 mesh at $w=0.05$ eV, this count gives errors of 5.5, 5.5, $-4.0$ and 7.0\% in the bare response at $b=0.01$, 0.02, 0.05 and 0.1 eV, relative to the smeared 220 mesh. The equal first two values are no sign of convergence. A Gaussian, too, must be wide enough for the mesh before its faster decay helps; the next section gives the condition.

\section{Choosing the mesh}

The mesh error has a simple picture in time, with $\hbar=1$. On an $N\times N\times N$ mesh,
\begin{equation}
D_N(\mu)=\int\frac{dt}{2\pi}\,e^{i\mu t-w^2t^2/2}
\Big\langle\sum_ne^{-i\epsilon_nt}\Big\rangle_N .
\end{equation}
For a mesh that contains $k=0$, as assumed here unless a shift is mentioned, the mesh average of $e^{ik\cdot R}$ is one if every component of the lattice vector $R$ is a multiple of $N$, and zero otherwise. A shift by half a step along each axis replaces the one by $(-1)^{(R_x+R_y+R_z)/N}$, which changes the signs of the terms below but not their size. The mesh therefore adds to the true average the terms
\begin{equation}
A_L(t)=\int\frac{d^3k}{(2\pi)^3}\sum_ne^{ik\cdot L-i\epsilon_nt},
\quad L\in N\mathbb Z^3,\ L\neq0 .
\end{equation}
These are amplitudes for a packet to go round a periodic crystal of $N$ cells per edge. The phase is stationary where $L=t\,\nabla_k\epsilon_n$. Doing the $t$ integral first turns each term into an integral of $e^{ik\cdot L}$ times a Gaussian of width $w$ in $\mu-\epsilon_n$, so only levels within a few widths of $\mu$ matter. With $v$ the largest $|\partial\epsilon/\partial k_x|$ among them, their echo is weak before $t=N/v$. By then smearing has reduced it by $\exp(-w^2N^2/2v^2)$. Setting this factor equal to a tolerance $\delta$ gives
\begin{equation}
N\simeq\frac vw\sqrt{2\ln(1/\delta)} ,
\label{N}
\end{equation}
apart from a prefactor. Halving $w$ doubles $N$ and multiplies the number of points by eight.

A pure $s$ band, $\epsilon=-2\tau(c_x+c_y+c_z)$, shows the echo explicitly. From $e^{iz\cos k}=\sum_ni^nJ_n(z)e^{ink}$, with $J_n$ a Bessel function, the mesh average for even $N$ is
\begin{equation}
\langle e^{-i\epsilon t}\rangle_N=
\Big[J_0(2\tau t)+2\sum_{q\ge1}i^{qN}J_{qN}(2\tau t)\Big]^3 .
\end{equation}
The functions $J_{qN}$ are small until their argument approaches $qN$, so the first echo starts near $t=N/(2\tau)$. For $\tau=1$, $w=0.2$, $\mu=0.5$ eV and $N=20$, numerical integration gives $D_N=0.1449$ eV$^{-1}$, against $0.1428$ with $J_0$ alone: an error of 1.5\%.

For the three-orbital model, random sampling within 0.1 eV of $\mu$ gives $v\approx2.03$ eV. At $w=0.1$ eV and $\delta=0.001$, equation (\ref{N}) predicts $N=(2.03/0.1)\times3.72\approx76$. A scan of even meshes, with $K$ compared to the 220 mesh at the same width, finds that a relative error below 0.001 is kept from $N=16$, 28 and 58 onwards for $w=0.4$, 0.2 and 0.1 eV, within the range scanned (to $N=72$ for the two larger widths and, in steps of 6 above 72, to $N=132$ for the smallest). Odd or shifted meshes move these thresholds by a few points. The estimates are 19, 38 and 76. They are somewhat cautious here, but the missing prefactor could act the other way elsewhere. The last case has $58^3\approx195{,}000$ points before symmetry reduction.

Thermal occupation is a second case. The derivative $-f'$ of the Fermi function has its nearest poles at $\mu\pm i\pi k_BT$, so its Fourier transform decays as $e^{-\pi k_BT|t|}$, up to a factor linear in $t$. Now $N\simeq(v/\pi k_BT)\ln(1/\delta)$ to leading logarithm. The inverse dependence on width remains. Compared at equal standard deviation, $\pi k_BT=\sqrt3\,w$, high accuracy costs more than with a Gaussian, because the decay in time is only exponential.

Exchange amplifies the mesh error. For uniform exchange $X=2D/(1-ID)$, so to first order in $\Delta D$
\begin{equation}
\frac{\Delta X}{X}=\frac{\Delta D}{D}+\frac{I\,\Delta D}{1-ID}
=S\,\frac{\Delta D}{D}.
\end{equation}

The energy gives little warning. The grand potential satisfies $\Omega''(\mu)=-2D$, so an echo at time $t$ enters $\Omega$ with an extra factor of size $2/t^2\sim2v^2/N^2$. To first order, the free energy at fixed electron number has the same error. At $w=0.1$ eV:
\begin{center}
\begin{tabular}{rrr}
$N$ & error of $K$ (\%) & energy error (eV)\\
16 & $-13.0$ & $-6.8\times10^{-4}$\\
24 & $-9.4$ & $-1.3\times10^{-4}$\\
32 & $-0.8$ & $1.1\times10^{-6}$\\
48 & $0.17$ & $3.8\times10^{-7}$\\
64 & $-0.009$ & $-1.6\times10^{-8}$
\end{tabular}
\end{center}
Errors are relative to the 220 mesh for $K$, and absolute per cell for the free energy. A mesh with an energy error near $10^{-4}$ eV still misses 9\% of the shift.

\section{Order of work}

\begin{enumerate}
\item Fix a width $w$ and estimate $N$ from (\ref{N}), using the largest velocity component near the Fermi level. The estimate was derived for a simple cubic lattice; for another lattice take $v$ as the derivative of the energy with respect to the phase $k\cdot a_i$ along each primitive vector $a_i$, and treat the result as a starting value. Increase $N$ until $K$ itself is steady over several meshes; one small difference may be an accidental crossing.
\item On that mesh use fields $b$ and $2b$, converge the moments tightly, and remove the quadratic error. If linear response is available, compare the slopes.
\item Reduce $w$, enlarging $N$ as $1/w$, and extrapolate in $w^2$ only after three widths agree with that law.
\item If the enhancement is large, tighten all three tolerances. If a moment survives at $b=0$, first refine the mesh: a coarse mesh with narrow smearing can put too many levels at $\mu$ and create a false moment. If the moment persists on converged meshes, the calculated state is magnetic and this shift is not defined by the paramagnetic slope.
\end{enumerate}
